# Temperature rise of a wafer region that absorbs more lamp light

**Question**

I am stuck on an exercise about rapid thermal processing. A thermally isolated region of a wafer sits at 1300 K under heating lamps. A coating makes it absorb ten percent more lamp power, while its emissivity stays the same. How much hotter does it settle?

My first thought was that ten percent more power means ten percent more temperature, or 130 K, which seems far too much. I also don't see how the premise can hold. Kirchhoff's law says that a good absorber is an equally good emitter, so shouldn't the emissivity rise by ten percent too and leave the temperature where it was? And does "thermally isolated" describe anything on a real wafer, which is one connected piece of crystal?

**Answer**

The temperature follows from a power balance. Your two objections then decide when that balance applies.

**What the region loses**

Take "isolated" to mean that the region exchanges no heat with the rest of the wafer, with a gas, or with warm or reflecting walls. It then loses energy by thermal radiation alone.

I use atomic units for the algebra: $\hbar=1$, the speed of light is $c\approx137$, and $\theta=k_BT$ is the temperature as an energy. Black-body radiation has $\omega^2/(\pi^2c^3)$ modes per unit volume and frequency, counting both polarizations. Each mode holds the mean energy $\omega/(e^{\omega/\theta}-1)$, so the energy density per unit frequency is

$$u(\omega)=\frac{\omega^3}{\pi^2c^3\,(e^{\omega/\theta}-1)} .$$

The power leaving a black surface per unit area is $c/4$ times the energy density. The factor comes from averaging the outward velocity component over directions, with the inward half contributing nothing:

$$\frac{1}{4\pi}\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\vartheta\,\sin\vartheta\,d\vartheta=\frac14 .$$

With $x=\omega/\theta$ the emitted flux becomes

$$M=\frac c4\int_0^\infty u\,d\omega=\frac{\theta^4}{4\pi^2c^2}\int_0^\infty\frac{x^3}{e^x-1}\,dx .$$

Expanding $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$ and integrating term by term gives $6\sum_n n^{-4}=6\pi^4/90=\pi^4/15$. Hence

$$M=\frac{\pi^2\theta^4}{60\,c^2}\equiv\sigma T^4 ,$$

where $\sigma$ is the Stefan–Boltzmann constant. A real face emits $\varepsilon\sigma T^4$, with $\varepsilon$ its total emissivity, averaged over directions and over the thermal spectrum.

**The balance before and after**

Let $P$ be the lamp power absorbed per unit wafer area, summed over both faces, and let both faces have emissivity $\varepsilon$. At the starting temperature $T_0$,

$$P=2\varepsilon\sigma T_0^4 .$$

The lamp setting is now held fixed while the absorbed power rises by a fraction $f$. At the new steady temperature $T_1$,

$$(1+f)P=2\varepsilon\sigma T_1^4 .$$

Dividing the second equation by the first removes $P$, $\varepsilon$ and $\sigma$:

$$\boxed{T_1=T_0(1+f)^{1/4}}$$

For $f=0.10$ the fourth root is 1.024114, so $T_1=1300\times1.024114=1331.35$ K, or about 1058 °C. **The region settles about 31 K hotter.** I keep decimals below so that variants can be compared within the model; they are not a claim of such accuracy for a real wafer.

Your 130 K would need a loss proportional to $T$. Here the loss grows as $T^4$, so a small relative change in power gives about a quarter of that relative change in temperature. The binomial series shows this:

$$T_1-T_0=T_0\left(\frac f4-\frac{3f^2}{32}+\dots\right).$$

The first term is 32.50 K. With the second the sum is 31.28 K, close to the full 31.35 K. The second term is negative because the loss curve steepens as the region warms.

The cancellation of $\varepsilon$ also requires that it not change between 1300 K and 1331 K. If instead $\varepsilon\propto T^n$ with $n>0$ while the absorbed lamp power stays at $(1+f)P$, the loss goes as $T^{4+n}$, the exponent $1/4$ becomes $1/(4+n)$, and the rise is smaller. If the lamp absorptance follows the same $T^n$, as it would for a grey surface, that factor appears on both sides of the balance and the exponent stays $1/4$.

**Why Kirchhoff's law does not forbid this**

Kirchhoff's law equates absorptance and emissivity at the same photon energy, direction and polarization. The exercise compares two averages over different spectra: absorption is weighted by the lamp's light, emission by the wafer's own thermal light.

To put numbers on this, take an opaque wafer with absorptance 0.70 at all photon energies, lit from the front and emitting from both faces. Model the lamp as a black spectrum at 3000 K, and ignore any dependence on angle. The coating adds an absorptance $\delta$ on the front, for photons above 1.0 eV. Of the lamp power, 42.76 % lies above that energy. Of the wafer's emission at 1300 K, where $k_BT=0.1120$ eV, 2.07 % does. Ten percent more lamp absorption requires

$$0.4276\,\delta=0.10\times0.70\quad\Rightarrow\quad\delta=0.1637 ,$$

so the absorptance above 1.0 eV becomes 0.86, which is allowed since it is below one. The coating also adds a little emission from the front face. Averaged over both faces and evaluated at the new temperature, the emissivity rises by 0.279 %. This lowers $T_1$ by about a quarter of that fraction, or 0.9 K, and the full balance gives a rise of 30.42 K. "Unchanged emissivity" is therefore a good approximation for this coating and this lamp. A cooler lamp puts less of its power above 1.0 eV and needs a larger $\delta$. Below a lamp temperature of about 2280 K the required absorptance would exceed one, and a coating with this threshold could not add ten percent.

Your objection does apply to a grey coating, which raises the absorptance by the same factor at every photon energy. If it covers the lit face alone, the emission at a given temperature becomes

$$\big[(1+f)\varepsilon+\varepsilon\big]\sigma T^4=2\varepsilon\left(1+\frac f2\right)\sigma T^4 .$$

Setting this equal to $(1+f)P=(1+f)\,2\varepsilon\sigma T_0^4$ at $T=T_1$ gives

$$T_1=T_0\left(\frac{1+f}{1+f/2}\right)^{1/4},$$

a rise of 15.21 K. If both faces are changed in this grey way, absorption and emission both gain the factor $1+f$, and the temperature does not move. That is the case you had in mind.

The ten percent must also refer to the total absorbed power. If equal lamp power is absorbed on each face and one face gains ten percent, the total gains five percent, and $f=0.05$ belongs in the formula.

**How long "settles" takes**

Let $C$ be the heat capacity per unit wafer area. After the change,

$$C\frac{dT}{dt}=(1+f)P-2\varepsilon\sigma T^4=2\varepsilon\sigma\,(T_1^4-T^4).$$

The right side is positive below $T_1$ and negative above it, so the temperature moves towards $T_1$ from either side. With $u=T/T_1$,

$$\frac{du}{dt}=\frac{2\varepsilon\sigma T_1^3}{C}\,(1-u^4),\qquad \frac1{1-u^4}=\frac12\left(\frac1{1-u^2}+\frac1{1+u^2}\right).$$

Integrating from $u_0=T_0/T_1$ gives

$$t=\frac{C}{2\varepsilon\sigma T_1^3}\,\big[F(u)-F(u_0)\big],\qquad F(u)=\tfrac12(\operatorname{artanh}u+\arctan u).$$

Near the end, write $T=T_1-y$ with small $y$. Then $T_1^4-T^4\approx4T_1^3y$ and $dy/dt=-y/\tau$, with

$$\tau=\frac{C}{8\varepsilon\sigma T_1^3}.$$

For an example I take a silicon carbide wafer 0.35 mm thick, with density 3200 kg/m³ and specific heat 1200 J/(kg K), a rough value for this temperature. The product of the three is $C=0.1344$ J/(cm² K). A black surface at 1300 K emits 16.20 W/cm², so with $\varepsilon=0.70$ the absorbed power is $2\varepsilon\sigma T_0^4=22.67$ W/cm² (using the unrounded flux) before the change and 24.94 W/cm² after it.

The loss slope at the start is

$$s=8\varepsilon\sigma T_0^3=\frac{4P}{T_0}=\frac{4\times22.67}{1300}=0.0698\ \text{W/(cm}^2\,\text{K)} .$$

At $T_1$ it is larger by $1.024114^3$, which gives $\tau=1.79$ s.

The prefactor in the time formula is $4\tau$. For 90 % of the rise, $u$ goes from 0.97645 to 0.99765 and $F$ increases by 0.584, so $t=4\times1.79\times0.584\approx4.2$ s. Reaching 99 % takes 8.3 s. After 1 s the region has warmed by 13.13 K, less than half of the final rise. The 31 K therefore belongs to a hold of many seconds that starts from a steady 1300 K. A fast temperature spike needs its own calculation, because the extra absorption then also acts while the wafer is being heated up.

**When is a region isolated?**

Cutting a region free from the rest of the wafer stops sideways conduction, which is one part of isolation. A patch on a continuous wafer loses heat sideways, and its size decides how much that matters.

Consider a coated disc of radius $R$ in a wide, otherwise unchanged wafer of thickness $d$ and thermal conductivity $k$. Let $\eta(r)=T(r)-T_0$ be small, so that the extra emission is $s\eta$. For a sheet thin enough to have one temperature through its thickness, the heat balance on a ring gives

$$kd\,\frac1r\frac{d}{dr}\left(r\frac{d\eta}{dr}\right)-s\eta+q(r)=0,$$

where $q=fP$ inside the disc and zero outside. Dividing by $s$ identifies two scales:

$$L=\sqrt{\frac{kd}{s}},\qquad \eta_\infty=\frac{fP}{s}=\frac{fT_0}{4}.$$

The second is the first-order rise found earlier. The solution that is finite at the centre and vanishes far away uses modified Bessel functions:

$$\eta=\eta_\infty-A\,I_0(r/L)\ \ (r<R),\qquad \eta=B\,K_0(r/L)\ \ (r>R).$$

Temperature and heat flow are continuous at the edge. With $z=R/L$, $I_0'=I_1$ and $K_0'=-K_1$, this requires

$$\eta_\infty-A\,I_0(z)=B\,K_0(z),\qquad A\,I_1(z)=B\,K_1(z).$$

Eliminating $B$ gives $\eta_\infty K_1=A\,(I_0K_1+I_1K_0)$. The bracket equals $1/z$, a standard identity for these functions, so $A=\eta_\infty zK_1(z)$. Since $I_0(0)=1$, the rise at the centre is

$$\eta(0)=\frac{fT_0}{4}\,\big[1-zK_1(z)\big].$$

For a small disc $zK_1(z)\to1$ and the rise disappears, because the surrounding wafer carries the extra heat away. For a large disc $zK_1(z)$ approaches $\sqrt{\pi z/2}\,e^{-z}$, which tends to zero, and the centre behaves as if isolated.

With $k=60$ W/(m K), a rough value for hot silicon carbide, $kd=0.021$ W/K and $L=5.49$ mm. A numerical solution that keeps the full $T^4$ loss gives these central rises for $f=0.10$:

| disc radius | central rise |
|---|---|
| 2 mm | 3.59 K |
| 10 mm | 21.71 K |
| 30 mm | 31.00 K |

For $f=0.001$, where the linear formula should hold, the same numerical method agrees with it to within 0.3 % at all three radii. So the centre of a patch whose radius is several times $L$ reaches nearly the full rise, while a single millimetre-sized patch stays close to the temperature of its surroundings.

**Light that comes back from the chamber**

Isolation also requires that no thermal radiation returns. Suppose the surroundings send a fixed flux $g\sigma T_0^4$ onto each face, and that the wafer absorbs the fraction $\varepsilon$ of it. With the lamp power readjusted so that the start is still 1300 K,

$$P=2\varepsilon\sigma T_0^4(1-g).$$

After the change, the returned flux being the same,

$$(1+f)P+2\varepsilon g\sigma T_0^4=2\varepsilon\sigma T_1^4 .$$

Inserting $P$ and dividing by $2\varepsilon\sigma$ gives $T_1^4=T_0^4\,[(1+f)(1-g)+g]$, or

$$T_1=T_0\,\big[1+f(1-g)\big]^{1/4}.$$

Black walls at 300 K have $g=(300/1300)^4\approx0.003$, and the rise is 31.26 K. Cold walls of that kind hardly matter.

Reflecting walls do. Let a cold wall parallel to each face reflect a fraction $\rho$ of the wafer's emission. The first return is $\rho\varepsilon\sigma T_0^4$. Of this the wafer reflects the fraction $1-\varepsilon$, the wall returns $\rho$ of that, and so on. The sum is a geometric series:

$$g=\rho\varepsilon\sum_{n\ge0}\big[\rho(1-\varepsilon)\big]^n=\frac{\rho\varepsilon}{1-\rho(1-\varepsilon)} .$$

For $\rho=0.50$ this is $0.35/0.85=0.4118$. A separate region that is small compared with its distance from the wall receives almost only the light of unchanged neighbours, and then warms by 18.71 K. A larger region gets part of its own emission back, and its rise lies between this value and the whole-wafer value. If the whole wafer is changed, the returned light grows with $T_1^4$ as well. The net loss keeps its $T^4$ form, and the rise is again 31.35 K.

**Comparison with a real anneal**

The example is meant to resemble a silicon carbide wafer near the temperature of a contact anneal, very roughly 1300 K. Bare silicon carbide is partly transparent to lamp light and to its own thermal light, so I assumed carbon films on both faces, thick enough to be opaque at wavelengths of a few micrometres (a film only tens of nanometres thick is not). These films are an assumption of the model, not part of a normal contact anneal; a wafer carrying metal contacts would have a different, patterned emissivity. The emissivity, specific heat and conductivity are rough values, and the sharp 1.0 eV threshold is an idealization. The result also depends strongly on isolation. In this model, sideways conduction cuts the rise from 31 K to under 4 K for a disc of 2 mm radius, and half-reflecting walls cut it to about 19 K for a small separate region. A controller that measures the region itself and lowers the lamp power would remove the rise, since the lamp setting would no longer be fixed.

Two other effects are small here. Nitrogen at rest in a 10 mm gap on each side, with a constant conductivity of 0.06 W/(m K) and walls at 300 K, removes 1.20 W/cm² by conduction at the start. If the lamp supplies this too, and its absorbed power again rises by ten percent, the region warms by 32.43 K. The rise is slightly larger because the conduction loss grows by 1/1000 of itself per kelvin, while the radiative loss grows by 4/1300. At atmospheric pressure a 10 mm layer of gas above a wafer this hot is close to the onset of convection, and convecting or flowing gas would remove more heat than this. Through the wafer, the back face's emission of $0.70\times16.20\approx11.3$ W/cm² must be conducted from the front, which takes a temperature difference of 0.66 K.

**What 31 K means for a process**

For a thermally activated step with a round activation energy $E_a=3.0$ eV and an unchanged prefactor, the rates at the two steady temperatures have the ratio

$$\exp\left[\frac{E_a}{k_B}\left(\frac1{T_0}-\frac1{T_1}\right)\right]=\exp\left[\frac{3.0}{0.1120}\times\frac{31.35}{1331.35}\right]\approx1.88 .$$

A ten percent difference in absorbed light becomes a 2.4 % difference in absolute temperature, and then an 88 % difference in rate. The fourth root softens the first step; the exponential amplifies the second. The numerical output below lists the main values used here.

## Table of computed values

```
starting temperature: 1300 K
extra absorbed lamp power: 10 %
thermal energy kT at start: 0.1120 eV
emissivity of each face: 0.70
black exitance at start: 16.20 W/cm2
absorbed lamp power before: 22.67 W/cm2
absorbed lamp power after: 24.94 W/cm2
fourth root of power ratio: 1.024114
new steady temperature: 1331.35 K = 1058.20 C
temperature rise, fourth-root law: 31.35 K
temperature rise, root of Planck balance: 31.35 K
rise, first order in f: 32.50 K
rise, second order in f: 31.28 K
wafer thickness: 0.35 mm
density: 3200 kg/m3
specific heat: 1200 J/(kg K)
thermal conductivity: 60 W/(m K)
heat capacity per area: 0.1344 J/(cm2 K)
late time constant: 1.79 s
time to 90 % of rise: 4.19 s
time to 99 % of rise: 8.32 s
rise after 1 s: 13.13 K
activation energy: 3.0 eV
process rate ratio, new/old: 1.879
lamp model temperature: 3000 K
coating threshold: 1.0 eV
lamp power above threshold: 42.76 %
wafer emission above threshold at start: 2.07 %
added absorptance above threshold: 0.1637
total emissivity gain of coated region: 0.279 %
rise with selective coating: 30.42 K
rise with grey change on lit face: 15.21 K
radiative loss slope at start: 0.06976 W/(cm2 K)
lateral healing length: 5.49 mm
central rise, disc radius 2 mm: 3.59 K
central rise, disc radius 10 mm: 21.71 K
central rise, disc radius 30 mm: 31.00 K
wall temperature: 300 K
rise with black walls at that temperature: 31.26 K
wall reflectance in mirror case: 0.50
returned fraction g: 0.4118
rise, small region with reflecting walls: 18.71 K
rise, whole wafer with reflecting walls: 31.35 K
nitrogen conductivity: 0.06 W/(m K)
nitrogen gap on each side: 10 mm
nitrogen conduction loss at start: 1.20 W/cm2
rise with nitrogen conduction: 32.43 K
temperature drop through wafer: 0.66 K
```
